**Symmetry and completeness of the fifteen zone-centre states**

The program enumerates the diamond reciprocal vectors **G** (in units of 2π/a, with a the cubic edge) and reduces their plane waves under the 48 space-group operations taken modulo lattice translations. It asserts that the stars [000], [111] and [200] hold 1 + 8 + 6 waves with content 2Γ1 + 2Γ2' + 2Γ25' + Γ15 + Γ12'. For a silicon-like local potential with form factors V3, V8 and V11, it asserts that the block formulas for the 15-wave levels agree with direct diagonalization. In a 229-wave basis it asserts that the lowest fifteen states have the same symmetry content and that the gap above them exceeds 1 eV at every sampled potential strength; the smallest value printed is 13.4 eV. It also asserts that truncated k·p levels are upper bounds within the 229-wave space, and that fifteen states at least halve the largest eight-state error in the five lowest bands at X and L. The output shows that this error falls from 8.1 to 0.21 eV at X and from 5.8 to 0.17 eV at L. The parameters are rough typical values, and the levels are model results, not measurements.

## Verification by program

```python
"""
Result under test: in diamond the zone-centre plane waves of the stars [000],
[111], [200] number 1 + 8 + 6 = 15 and carry the representations
2 G1 + 2 G2' + 2 G25' + G15 + G12' of the spinless Cardona-Pollak k.p basis.

Symbols: G = reciprocal vector in units 2 pi/a; tau = (a/4)(1,1,1) joins the
two atoms; eps = h^2/(2 m a^2) in eV; V3, V8, V11 = local form factors in eV
for |G|^2 = 3, 8, 11. The origin is on an atom. Labels G1, G2', ... denote
Gamma representations; a prime follows the usual diamond convention.
"""
import itertools
import numpy as np
from scipy import constants as const


def reciprocal_vectors(max_square):
    """Integer combinations of the primitive reciprocal vectors."""
    primitive = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    coeffs = np.array(list(itertools.product(range(-8, 9), repeat=3)))
    vectors = coeffs @ primitive
    squares = np.sum(vectors**2, axis=1)
    vectors, squares = vectors[squares <= max_square], squares[squares <= max_square]
    return vectors[np.argsort(squares, kind="stable")]


def kinetic_scale(edge_nm):
    return const.h**2 / (2 * const.m_e * (edge_nm * 1e-9)**2) / const.e


def hamiltonian(waves, eps, form):
    diff = waves[:, None, :] - waves[None, :, :]
    square = np.sum(diff**2, axis=2)
    structure = (1 + np.exp(-0.5j * np.pi * diff.sum(axis=2))) / 2
    strength = np.zeros(square.shape)
    for n, value in form.items():
        strength[square == n] = value
    return strength * structure + np.diag(eps * np.sum(waves**2, axis=1))


# The 48 cubic point operations as signed permutation matrices.
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        for row in range(3):
            matrix[row, perm[row]] = signs[row]
        operations.append(matrix)
# Operations keeping the sign of xyz map each sublattice onto itself.
keeps_sublattice = np.array([np.prod(R.sum(axis=1)) == 1 for R in operations])


def irreducible_characters():
    table = {name: [] for name in
             ("G1", "G2", "G12", "G15'", "G25'", "G1'", "G2'", "G12'", "G15", "G25")}
    for R in operations:
        det = round(np.linalg.det(R))
        axis_parity = round(np.linalg.det(abs(R)))
        vector = det * np.trace(R)
        even = (1, axis_parity, np.trace(abs(R)) - 1, vector, vector * axis_parity)
        for name, value in zip(table, even + tuple(det * x for x in even)):
            table[name].append(value)
    return {name: np.array(values) for name, values in table.items()}


irreps = irreducible_characters()
table = np.array(list(irreps.values()))
assert np.allclose(table @ table.T / 48, np.eye(10))


def actions(waves, with_phase=True):
    """For each operation: image index and phase of every plane wave."""
    index = {tuple(g): i for i, g in enumerate(waves)}
    result = []
    for R, symmorphic in zip(operations, keeps_sublattice):
        image = waves @ R.T
        target = np.array([index[tuple(g)] for g in image])
        phase = np.ones(len(waves), dtype=complex)
        if with_phase and not symmorphic:
            phase = np.exp(-0.5j * np.pi * image.sum(axis=1))
        result.append((target, phase))
    return result


def subspace_characters(states, action):
    return np.array([np.sum(states[target].conj() * phase[:, None] * states)
                     for target, phase in action])


def reduce_characters(chars):
    content = {}
    for name, row in irreps.items():
        number = np.sum(row * chars) / 48
        assert abs(number - round(number.real)) < 1e-6
        if round(number.real):
            content[name] = round(number.real)
    return content


def star_content(waves, with_phase=True):
    return reduce_characters(subspace_characters(np.eye(len(waves)),
                                                 actions(waves, with_phase)))


def show(content):
    return " + ".join((str(n) if n > 1 else "") + name for name, n in content.items())


def labelled_levels(energies, states, action, count=15):
    """Group degenerate states and name each level by its characters."""
    levels, start = [], 0
    while start < count:
        stop = start + 1
        while stop < len(energies) and energies[stop] - energies[start] < 1e-6:
            stop += 1
        content = reduce_characters(subspace_characters(states[:, start:stop], action))
        assert list(content.values()) == [1]
        levels.append((next(iter(content)), energies[start], start, stop))
        start = stop
    assert start == count
    return levels


def by_name(levels):
    result = {}
    for name, energy, start, stop in levels:
        result.setdefault(name, []).append((energy, start, stop))
    return result


# Count and symmetry content of the stars.
large = reciprocal_vectors(35)
squares = np.sum(large**2, axis=1)
assert list(np.unique(squares)[:4]) == [0, 3, 4, 8]
stars = {name: large[squares == n] for name, n in
         (("[000]", 0), ("[111]", 3), ("[200]", 4), ("[220]", 8))}
small = large[squares <= 4]
assert [len(stars[s]) for s in ("[000]", "[111]", "[200]")] == [1, 8, 6]
expected = {"G1": 2, "G25'": 2, "G2'": 2, "G12'": 1, "G15": 1}
assert star_content(stars["[000]"]) == {"G1": 1}
assert star_content(stars["[111]"]) == {"G1": 1, "G25'": 1, "G2'": 1, "G15": 1}
assert star_content(stars["[200]"]) == {"G25'": 1, "G2'": 1, "G12'": 1}
assert star_content(small) == expected
wrong_200 = star_content(stars["[200]"], with_phase=False)
assert wrong_200 == {"G1": 1, "G12": 1, "G15": 1}

# Zinc blende keeps only the 24 operations without sublattice exchange.
small_action, large_action = actions(small), actions(large)
chars_small = subspace_characters(np.eye(15), small_action)
td_counts = [round((np.sum((irreps[n] * chars_small)[keeps_sublattice]) / 24).real)
             for n in ("G1", "G15", "G12")]
assert td_counts == [4, 3, 1]

# Silicon-like example with rough typical parameters.
edge_nm = 0.543
form = {3: -2.9, 8: 0.5, 11: 1.1}
eps = kinetic_scale(edge_nm)
H_small, H_large = hamiltonian(small, eps, form), hamiltonian(large, eps, form)
for H, action in ((H_small, small_action), (H_large, large_action)):
    assert np.allclose(H, H.conj().T)
    for target, phase in action:
        moved = H[np.ix_(target, target)] * phase.conj()[:, None] * phase[None, :]
        assert np.allclose(moved, H, atol=1e-10)

E_small, U_small = np.linalg.eigh(H_small)
E_large, U_large = np.linalg.eigh(H_large)
levels_small = by_name(labelled_levels(E_small, U_small, small_action))
ordered_large = labelled_levels(E_large, U_large, large_action)
levels_large = by_name(ordered_large)
assert {name: len(v) for name, v in levels_large.items()} == expected
assert [level[0] for level in ordered_large[:2]] == ["G1", "G25'"]
assert {level[0] for level in ordered_large[:4]} == {"G1", "G25'", "G15", "G2'"}


def pair(A, B, C):
    root = np.sqrt(((A - B) / 2)**2 + C**2)
    return [(A + B) / 2 - root, (A + B) / 2 + root]


V3, V8, V11 = form[3], form[8], form[11]
closed = {"G1": pair(0, 3*eps + 3*V8, 2*V3),
          "G25'": pair(3*eps - V8, 4*eps, np.sqrt(2) * (V3 - V11)),
          "G2'": pair(3*eps + 3*V8, 4*eps + 4*V8, np.sqrt(6) * (V3 + V11)),
          "G15": [3*eps - V8], "G12'": [4*eps - 2*V8]}
for name, energies in closed.items():
    assert np.allclose(energies, [x[0] for x in levels_small[name]], atol=1e-9)

# Convergence, continuity from free electrons, and one-to-one projection.
E_medium = np.linalg.eigvalsh(hamiltonian(large[squares <= 24], eps, form))
cutoff_change = np.max(abs(E_medium[:15] - E_large[:15]))
assert cutoff_change < 0.1
separations = []
for scale in np.linspace(0, 1, 21):
    E = np.linalg.eigvalsh(hamiltonian(large, eps, {n: scale*v for n, v in form.items()}))
    separations.append(E[15] - E[14])
assert abs(separations[0] - 4*eps) < 1e-8
assert min(separations) > 1.0
singular = np.linalg.svd(U_large[:15, :15], compute_uv=False)
assert singular.min() > 0.5


# Truncated k.p expansion compared with the same large plane-wave space.
def bands(k, number=None):
    k = np.array(k)
    change = 2 * eps * (large @ k) + eps * (k @ k)
    if number is None:
        return np.linalg.eigvalsh(H_large + np.diag(change))
    U = U_large[:, :number]
    return np.linalg.eigvalsh(np.diag(E_large[:number]) + U.conj().T @ (change[:, None] * U))


kp_results = {}
for point, k in (("X", (1.0, 0.0, 0.0)), ("L", (0.5, 0.5, 0.5))):
    full, eight, fifteen = bands(k), bands(k, 8), bands(k, 15)
    assert np.all(eight >= full[:8] - 1e-8)
    assert np.all(fifteen >= full[:15] - 1e-8)
    error8, error15 = np.max(eight[:5] - full[:5]), np.max(fifteen[:5] - full[:5])
    assert error15 < 0.5 * error8
    kp_results[point] = (full[4], fifteen[4], error8, error15)


# Sizes of neglected effects and parameter sensitivity.
def gamma_gap(edge, factors):
    E, U = np.linalg.eigh(hamiltonian(large, kinetic_scale(edge), factors))
    levels = by_name(labelled_levels(E, U, large_action))
    return levels["G15"][0][0] - levels["G25'"][0][0]


gap = gamma_gap(edge_nm, form)
spin_orbit, expansion, temperature = 0.04, 2.6e-6, 300.0
orbital = np.zeros((3, 3, 3), dtype=complex)
for i, j, k in itertools.permutations(range(3)):
    orbital[i, j, k] = -1j * np.linalg.det(np.eye(3)[[i, j, k]])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
so_levels = np.linalg.eigvalsh(spin_orbit / 3 *
                              sum(np.kron(orbital[i], pauli[i]) for i in range(3)))
assert abs(so_levels[-1] - so_levels[0] - spin_orbit) < 1e-12
expansion_shift = gamma_gap(edge_nm * (1 + expansion * temperature), form) - gap
sensitivity = {}
for n in form:
    shifts = []
    for step in (-0.1, 0.1):
        changed = dict(form)
        changed[n] += step
        shifts.append(abs(gamma_gap(edge_nm, changed) - gap))
    sensitivity[n] = max(shifts)

for name, waves in stars.items():
    print(f"{name}: {len(waves)} waves; {show(star_content(waves))}")
print(f"three-star total: {len(small)} waves; {show(star_content(small))}")
print(f"states with spin: {2 * len(small)}")
print(f"[200] if phases are omitted: {show(wrong_200)}")
print(f"zinc blende counts G1, G15, G12: {td_counts}")
print(f"edge a: {edge_nm:.3f} nm; eps: {eps:.4f} eV")
print(f"V3, V8, V11: {V3:.1f}, {V8:.1f}, {V11:.1f} eV")
print("15-wave energies from block formulas, absolute:")
for name, energies in closed.items():
    print(f"  {name}: " + ", ".join(f"{x:.3f}" for x in energies) + " eV")
print(f"large basis: {len(large)} waves; |G|^2 <= {squares.max()}")
print(f"large-basis valence top, absolute: {levels_large[chr(71)+'25'+chr(39)][0][0]:.3f} eV")
print("levels from own valence top: 15 waves, large basis (eV), weight:")
top_small = levels_small["G25'"][0][0]
top_large = levels_large["G25'"][0][0]
for name, energy, start, stop in ordered_large:
    position = [x[0] for x in levels_large[name]].index(energy)
    energy_small = levels_small[name][position][0]
    weight = np.sum(abs(U_large[:15, start:stop])**2) / (stop - start)
    print(f"  {name} no. {position + 1}: {energy_small - top_small:.3f}, "
          f"{energy - top_large:.3f}, {weight:.3f}")
print(f"largest cutoff change, |G|^2 24 to 35: {cutoff_change:.4f} eV")
print(f"gap 15-16 at zero potential: {separations[0]:.3f} eV")
print(f"gap 15-16 at full potential: {separations[-1]:.3f} eV")
print(f"smallest gap 15-16 on scaling grid: {min(separations):.3f} eV")
print(f"smallest projection singular value: {singular.min():.3f}")
for point, (full, truncated, error8, error15) in kp_results.items():
    print(f"{point} band 5 from valence top, direct: {full - top_large:.3f} eV")
    print(f"{point} band 5 from valence top, 15-state: {truncated - top_large:.3f} eV")
    print(f"{point} max error, bands 1-5, 8 states: {error8:.3f} eV")
    print(f"{point} max error, bands 1-5, 15 states: {error15:.3f} eV")
print(f"G25'-G15 gap, large basis: {gap:.3f} eV")
print(f"rough spin-orbit splitting: {spin_orbit:.3f} eV")
print(f"spin-orbit rise of valence top: {so_levels[-1]:.4f} eV")
print(f"rough expansion: {expansion:.1e} /K over {temperature:.0f} K")
print(f"gap shift from expansion: {expansion_shift:.4f} eV")
for n, shift in sensitivity.items():
    print(f"gap change for 0.1 eV change of V{n}: {shift:.3f} eV")
print("all assertions hold")
```

Printed output:

```
[000]: 1 waves; G1
[111]: 8 waves; G1 + G25' + G2' + G15
[200]: 6 waves; G25' + G2' + G12'
[220]: 12 waves; G1 + G12 + G25' + G15 + G25
three-star total: 15 waves; 2G1 + 2G25' + 2G2' + G12' + G15
states with spin: 30
[200] if phases are omitted: G1 + G12 + G15
zinc blende counts G1, G15, G12: [4, 3, 1]
edge a: 0.543 nm; eps: 5.1013 eV
V3, V8, V11: -2.9, 0.5, 1.1 eV
15-wave energies from block formulas, absolute:
  G1: -1.807, 18.611 eV
  G25': 11.292, 23.917 eV
  G2': 14.381, 24.828 eV
  G15: 14.804 eV
  G12': 19.405 eV
large basis: 229 waves; |G|^2 <= 35
large-basis valence top, absolute: 10.399 eV
levels from own valence top: 15 waves, large basis (eV), weight:
  G1 no. 1: -13.100, -12.607, 0.992
  G25' no. 1: 0.000, 0.000, 0.972
  G15 no. 1: 3.512, 3.506, 0.973
  G2' no. 1: 3.089, 3.755, 0.997
  G1 no. 2: 7.319, 7.533, 0.983
  G12' no. 1: 8.113, 8.087, 0.977
  G25' no. 2: 12.624, 12.520, 0.968
  G2' no. 2: 13.536, 14.192, 0.995
largest cutoff change, |G|^2 24 to 35: 0.0247 eV
gap 15-16 at zero potential: 20.405 eV
gap 15-16 at full potential: 13.368 eV
smallest gap 15-16 on scaling grid: 13.368 eV
smallest projection singular value: 0.978
X band 5 from valence top, direct: 1.021 eV
X band 5 from valence top, 15-state: 1.171 eV
X max error, bands 1-5, 8 states: 8.140 eV
X max error, bands 1-5, 15 states: 0.209 eV
L band 5 from valence top, direct: 1.859 eV
L band 5 from valence top, 15-state: 1.973 eV
L max error, bands 1-5, 8 states: 5.810 eV
L max error, bands 1-5, 15 states: 0.172 eV
G25'-G15 gap, large basis: 3.506 eV
rough spin-orbit splitting: 0.040 eV
spin-orbit rise of valence top: 0.0133 eV
rough expansion: 2.6e-06 /K over 300 K
gap shift from expansion: 0.0021 eV
gap change for 0.1 eV change of V3: 0.106 eV
gap change for 0.1 eV change of V8: 0.037 eV
gap change for 0.1 eV change of V11: 0.178 eV
all assertions hold
```
